# Electron Fraction in Germanium's Direct Valley at Room Temperature: verification in Python

```python
# Result under test: nondegenerate fraction of germanium conduction electrons
# in the direct (Gamma) valley, f = r/(1+r), with
#   r = m_g^(3/2) / (4 sqrt(m_l m_t^2)) * exp(-offset/kT).
# m_l, m_t: longitudinal and transverse masses of an L valley; m_g: Gamma mass
# (all in free-electron masses); offset: Gamma edge minus L edge in eV.
# Lengths are in nm and energies in eV unless a name says otherwise.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

m_l, m_t, m_g = 1.6, 0.08, 0.04
offset = 0.136
T = 300.0
alpha = 1.0                                   # nonparabolicity, 1/eV
kB = const.k / const.e                        # eV/K
C = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/2m0, eV nm^2
kT = kB * T

# Count L points that are distinct modulo reciprocal-lattice vectors.
# Coordinates are in units of 2 pi / (cubic lattice constant).
primitive = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]], float)
distinct = []
for signs in itertools.product((1, -1), repeat=3):
    point = 0.5 * np.array(signs)
    equivalent = False
    for other in distinct:
        coeff = np.linalg.solve(primitive.T, point - other)
        if np.allclose(coeff, np.round(coeff), atol=1e-9):
            equivalent = True
    if not equivalent:
        distinct.append(point)
assert len(distinct) == 4


def effective_density(m1, m2, m3, temp):
    """Closed-form effective density of one valley, in cm^-3."""
    return 2 * (kB * temp / (4 * np.pi * C))**1.5 * np.sqrt(m1 * m2 * m3) * 1e21


def ratio_formula(temp, gap):
    return m_g**1.5 / (4 * np.sqrt(m_l * m_t**2)) * np.exp(-gap / (kB * temp))


# Explicit sums over the allowed wavevectors of a periodic cubic crystal.
side = 60.0
k1 = 2 * np.pi / side * np.arange(-40, 41)
kx, ky, kz = np.meshgrid(k1, k1, k1, indexing="ij")
k_squared = kx**2 + ky**2 + kz**2


def state_sums(temp):
    """Boltzmann sums per volume (cm^-3), each from its own valley edge."""
    beta = 1 / (kB * temp)
    total_L = 0.0
    for point in distinct:
        axis = point / np.linalg.norm(point)
        k_par = kx * axis[0] + ky * axis[1] + kz * axis[2]
        energy = C * ((k_squared - k_par**2) / m_t + k_par**2 / m_l)
        total_L += 2 * np.exp(-beta * energy).sum()
    total_g = 2 * np.exp(-beta * C * k_squared / m_g).sum()
    return total_L / side**3 * 1e21, total_g / side**3 * 1e21


def ratio_sum(temp):
    sum_L, sum_g = state_sums(temp)
    return sum_g / sum_L * np.exp(-offset / (kB * temp))


N_L = 4 * effective_density(m_l, m_t, m_t, T)
N_g = effective_density(m_g, m_g, m_g, T)
sum_L, sum_g = state_sums(T)
assert abs(sum_L / N_L - 1) < 1e-6
assert abs(sum_g / N_g - 1) < 1e-6
r = ratio_formula(T, offset)
f = r / (1 + r)
r_direct = ratio_sum(T)
f_direct = r_direct / (1 + r_direct)
assert abs(f_direct / f - 1) < 1e-6

# Temperature slope: finite difference of the sums against offset/(kB T^2).
slope = offset / (kB * T**2)
slope_direct = (np.log(ratio_sum(T + 1)) - np.log(ratio_sum(T - 1))) / 2
assert abs(slope_direct / slope - 1) < 1e-4


# Full Fermi-Dirac occupation at a given total electron density.
def fermi_half(eta):
    """Normalized Fermi integral; tends to exp(eta) for very negative eta."""
    value = quad(lambda t: 2 * t**2 * expit(eta - t**2), 0, 9,
                 epsabs=1e-15, epsrel=1e-11, limit=200)[0]
    return 2 / np.sqrt(np.pi) * value


def fermi_solution(density):
    """Return reduced Fermi level above the L edge and the Gamma fraction."""
    def excess(eta):
        n_total = N_L * fermi_half(eta) + N_g * fermi_half(eta - offset / kT)
        return n_total / density - 1
    eta = brentq(excess, -15, 10, xtol=1e-12)
    n_L = N_L * fermi_half(eta)
    n_g = N_g * fermi_half(eta - offset / kT)
    return eta, n_g / (n_L + n_g)


densities = [1e17, 1e18, 1e19]
solutions = [fermi_solution(n) for n in densities]
filling_first_order = densities[0] / (2**1.5 * N_L)
f_low = solutions[0][1]
filling_direct = (f_low / (1 - f_low)) / r - 1
# The neglected terms are of order (n/N_L)^2 and (n/N_L) exp(-offset/kT).
assert abs(filling_direct - filling_first_order) < 5e-5
assert f < solutions[0][1] < solutions[1][1] < solutions[2][1]

# Nonparabolic Gamma valley: k-space quadrature in thermal units.
x = alpha * kT


def nonparabolic_weight(s):
    energy = (-1 + np.sqrt(1 + 4 * x * s**2)) / (2 * x)
    return s**2 * np.exp(-energy)


enhancement = quad(nonparabolic_weight, 0, 20, epsabs=1e-13,
                   limit=200)[0] / (np.sqrt(np.pi) / 4)
enhancement_first = 1 + 15 / 4 * x
# Taylor bounds on (1+y)^(3/2) confine the remainder to this interval.
assert 0 < enhancement - enhancement_first < 105 / 32 * x**2
r_np = r * enhancement
f_np = r_np / (1 + r_np)

print(f"Temperature: {T:.0f} K")
print(f"Gamma-L offset: {offset:.3f} eV")
print(f"L longitudinal mass: {m_l:.2f} m0")
print(f"L transverse mass: {m_t:.2f} m0")
print(f"Gamma mass: {m_g:.2f} m0")
print(f"Distinct L valleys: {len(distinct)}")
print(f"Thermal energy kT: {kT:.6f} eV")
print(f"Offset / kT: {offset / kT:.4f} (dimensionless)")
print(f"Boltzmann factor: {np.exp(-offset / kT):.4e} (dimensionless)")
print(f"m_g^(3/2): {m_g**1.5:.6f} (dimensionless)")
print(f"sqrt(m_l m_t^2): {np.sqrt(m_l * m_t**2):.6f} (dimensionless)")
print(f"Effective density, four L valleys: {N_L:.4e} cm^-3")
print(f"Effective density, Gamma valley: {N_g:.4e} cm^-3")
print(f"Density-of-states ratio N_g/N_L: {N_g / N_L:.5f} (dimensionless)")
print(f"Inverse ratio N_L/N_g: {N_L / N_g:.2f} (dimensionless)")
print(f"Population ratio r: {r:.4e} (dimensionless)")
print(f"Gamma fraction f, formula: {f:.4e} (dimensionless)")
print(f"Gamma fraction f, state sum: {f_direct:.4e} (dimensionless)")
print(f"Gamma fraction f: {100 * f:.5f} percent")
print(f"Electrons per Gamma electron, 1/f: {1 / f:.0f}")
print(f"Side of periodic crystal in state sum: {side:.0f} nm")
for shifted in (offset - 0.010, offset + 0.010):
    rs = ratio_formula(T, shifted)
    print(f"f at offset {shifted:.3f} eV: {rs / (1 + rs):.4e} (dimensionless)")
print(f"Factor in r per 0.010 eV lower offset: {np.exp(0.010 / kT):.4f}")
print(f"d ln r/dT, formula: {100 * slope:.4f} percent/K")
print(f"d ln r/dT, state sums: {100 * slope_direct:.4f} percent/K")
for n, (eta, fraction) in zip(densities, solutions):
    print(f"n = {n:.0e} cm^-3: (mu-E_L)/kT = {eta:.3f}, f = {fraction:.4e}, "
          f"f/f_nondeg = {fraction / f:.4f}")
print(f"Filling correction to r at 1e17 cm^-3, first order: "
      f"{100 * filling_first_order:.4f} percent")
print(f"Filling correction to r at 1e17 cm^-3, Fermi-Dirac: "
      f"{100 * filling_direct:.4f} percent")
print(f"Nonparabolicity alpha: {alpha:.1f} 1/eV")
print(f"Gamma density factor, first order: {enhancement_first:.4f}")
print(f"Gamma density factor, quadrature: {enhancement:.4f}")
print(f"f with nonparabolic Gamma valley: {f_np:.4e} (dimensionless)")
print("all tests passed")
```

It prints:

```
Temperature: 300 K
Gamma-L offset: 0.136 eV
L longitudinal mass: 1.60 m0
L transverse mass: 0.08 m0
Gamma mass: 0.04 m0
Distinct L valleys: 4
Thermal energy kT: 0.025852 eV
Offset / kT: 5.2607 (dimensionless)
Boltzmann factor: 5.1916e-03 (dimensionless)
m_g^(3/2): 0.008000 (dimensionless)
sqrt(m_l m_t^2): 0.101193 (dimensionless)
Effective density, four L valleys: 1.0157e+19 cm^-3
Effective density, Gamma valley: 2.0075e+17 cm^-3
Density-of-states ratio N_g/N_L: 0.01976 (dimensionless)
Inverse ratio N_L/N_g: 50.60 (dimensionless)
Population ratio r: 1.0261e-04 (dimensionless)
Gamma fraction f, formula: 1.0260e-04 (dimensionless)
Gamma fraction f, state sum: 1.0260e-04 (dimensionless)
Gamma fraction f: 0.01026 percent
Electrons per Gamma electron, 1/f: 9747
Side of periodic crystal in state sum: 60 nm
f at offset 0.126 eV: 1.5105e-04 (dimensionless)
f at offset 0.146 eV: 6.9688e-05 (dimensionless)
Factor in r per 0.010 eV lower offset: 1.4723
d ln r/dT, formula: 1.7536 percent/K
d ln r/dT, state sums: 1.7536 percent/K
n = 1e+17 cm^-3: (mu-E_L)/kT = -4.617, f = 1.0295e-04, f/f_nondeg = 1.0035
n = 1e+18 cm^-3: (mu-E_L)/kT = -2.284, f = 1.0621e-04, f/f_nondeg = 1.0352
n = 1e+19 cm^-3: (mu-E_L)/kT = 0.328, f = 1.4426e-04, f/f_nondeg = 1.4060
Filling correction to r at 1e17 cm^-3, first order: 0.3481 percent
Filling correction to r at 1e17 cm^-3, Fermi-Dirac: 0.3468 percent
Nonparabolicity alpha: 1.0 1/eV
Gamma density factor, first order: 1.0969
Gamma density factor, quadrature: 1.0991
f with nonparabolic Gamma valley: 1.1276e-04 (dimensionless)
all tests passed
```
